# Why oxygen in bcc niobium prefers the smaller octahedral hole

## An atom that just fits

Take a body-centred cubic crystal with cubic edge $a$, and put into it a small hard atom that must keep a distance of at least $d$ from every metal atom. Choose

$$d=\frac{\sqrt5}{4}a .$$

This is the distance from a tetrahedral site to its four neighbours, so the atom fits there without moving anything. At an octahedral site two metal atoms lie at $a/2$, which is less than $d$. They must be pushed apart, and that costs energy. This atom prefers the larger, tetrahedral hole.

Oxygen in niobium is different in two respects. It is too large for either hole, and it forms bonds. The contributions to compare are therefore the room in the rigid crystal, the cost of displacing neighbours, and the bonds present after the displacement.

## Contribution 1: room in the rigid crystal

Measure positions from the foreign atom. At an octahedral site, the middle of a cube edge along $x$, the nearest metal atoms are at

$$\left(\pm\tfrac12,0,0\right)a,\qquad \left(0,\pm\tfrac12,\pm\tfrac12\right)a .$$

Two are at $a/2$ and four at $a/\sqrt2$. At a tetrahedral site the four nearest are at

$$\left(\pm\tfrac12,0,-\tfrac14\right)a,\qquad \left(0,\pm\tfrac12,\tfrac14\right)a,$$

each at distance $a\sqrt{1/4+1/16}=\sqrt5\,a/4$.

Touching metal spheres have radius $R=\sqrt3\,a/4$, half the nearest-neighbour distance. With $a=0.3301$ nm for niobium, $R=0.1429$ nm, and the hole radii are

$$\frac a2-R=0.0221\ \text{nm},\qquad \frac{\sqrt5}{4}a-R=0.0416\ \text{nm}.$$

The tetrahedral hole is nearly twice as wide. A Nb–O bond, however, is roughly 0.2 nm long, while the close distances are 0.1650 nm and 0.1845 nm. Neighbours must move at both sites.

## Contribution 2: displacing two atoms or four

### Independent springs

Let oxygen require the contact length $d$. Each close neighbour moves outward by

$$u_O=d-\frac a2,\qquad u_T=d-\frac{\sqrt5}{4}a .$$

Suppose first that each metal atom is held by its own spring of constant $k$. Then

$$E_O=2\cdot\tfrac12ku_O^2=ku_O^2,\qquad E_T=4\cdot\tfrac12ku_T^2=2ku_T^2 .$$

Fewer atoms move at the octahedral site, but each moves farther, and the energy grows as the square of the distance. The octahedral site is cheaper if $u_O^2<2u_T^2$. Both displacements are positive, so the square root keeps the direction of the inequality:

$$d-\frac a2<\sqrt2\,d-\sqrt2\,\frac{\sqrt5}{4}a .$$

Since $\sqrt2\sqrt5/4=\sqrt{5/8}$, collecting the terms in $d$ gives

$$d>\frac{\sqrt{5/8}-1/2}{\sqrt2-1}\,a=0.7015\,a=0.2315\ \text{nm}.$$

This lies just below $a/\sqrt2=0.2334$ nm, where the other four octahedral neighbours would also touch. Displacing only two atoms is thus the cheaper choice in a very narrow range. With the other four contacts counted beyond it, the octahedral site stays cheaper up to 0.294 nm, but all these lengths lie above the typical Nb–O length of roughly 0.2 nm. Counting displaced atoms does not by itself explain the octahedral site.

### Neighbours that share the displacement

Real metal atoms pull and push one another. For small displacements the energies are still quadratic,

$$E_O=K_Ou_O^2,\qquad E_T=K_Tu_T^2,$$

but $\rho=K_T/K_O$ need not be 2. Equating the energies and taking the square root gives $d-a/2=\sqrt\rho\,(d-\sqrt5a/4)$, so for $\rho>1$ the threshold is

$$d^*=\frac{\sqrt\rho\,\sqrt5/4-1/2}{\sqrt\rho-1}\,a .$$

To find $\rho$, let niobium be described by the Finnis–Sinclair potential,

$$E_{\rm Nb}=\sum_{i<j}V(r_{ij})-A\sum_i\Big[\sum_{j\ne i}(r_{ij}-r_d)^2\Big]^{1/2},$$

$$V(r)=(r-r_c)^2(c_0+c_1r+c_2r^2).$$

The inner sum runs over $r_{ij}<r_d$, and $V=0$ beyond $r_c$. The square root makes the binding of an atom grow more slowly than its number of neighbours, as in a metal. The parameters are $r_d=0.3915354$ nm, $r_c=0.42$ nm, $A=30.13789$ eV/nm, $c_0=-156.40104$ eV/nm², $c_1=2005.5779$ eV/nm³ and $c_2=-4663.764$ eV/nm⁴. The edge $a$ is the one at which this crystal has no pressure.

One oxygen atom is placed in a periodic cell of 250 niobium atoms. The cell shape is fixed, oxygen stays at its symmetric site, and all niobium positions are varied until the energy is lowest. The displacements are required to keep the inversion symmetry of the octahedral site, or the fourfold rotoinversion symmetry of the tetrahedral one. A very stiff one-sided repulsion keeps niobium from coming closer than $d$. Pushing the close neighbours out by 0.005 nm gives

$$K_O=506\ \text{eV/nm}^2,\qquad K_T=1244\ \text{eV/nm}^2,\qquad \rho=2.46 .$$

The coupling therefore helps the octahedral site, and the quadratic threshold falls to $d^*=0.219$ nm. These constants already contain a little anharmonicity: in the limit of vanishing displacement they are 520 and 1241 eV/nm², with $\rho=2.39$ and $d^*=0.220$ nm. At larger displacements the energies are no longer quadratic:

| $d$ (nm) | octahedral (eV) | tetrahedral (eV) |
|---|---|---|
| 0.19 | 0.27 | 0.04 |
| 0.20 | 0.45 | 0.29 |
| 0.21 | 0.66 | 0.76 |
| 0.22 | 0.87 | 1.33 |

The order changes between 0.20 and 0.21 nm. The reason it changes below $d^*$ can be read at $d=0.21$ nm, where $u_O=0.0450$ nm and $u_T=0.0255$ nm. The quadratic laws would give

$$506\times0.0450^2=1.02\ \text{eV},\qquad 1244\times0.0255^2=0.81\ \text{eV}.$$

The computed octahedral cost is 0.66 eV, far below its quadratic value. The tetrahedral cost, 0.76 eV, is only slightly below. The octahedral response softens more, and not only because its two atoms move farther. At $d=0.19$ nm they have moved by 0.025 nm, about as far as the tetrahedral neighbours here, and the cost of 0.27 eV is already 16 % below the quadratic value of 0.32 eV. The tetrahedral cost is only about 6 % below its quadratic value. Nearly all of the octahedral softening comes from one Nb–Nb bond, the one between the two close atoms. It is stretched from $a=0.330$ nm to $2d$, which passes $r_d$ at $d=0.196$ nm and reaches $r_c$ at $d=0.21$ nm. Its departure from a harmonic spring there is $-0.40$ eV, the whole shortfall below the strictly harmonic cost of 1.05 eV. The position of the crossing therefore depends on how the potential fades out near its cutoffs.

With this potential the crossing falls where real Nb–O lengths lie. Displacing two neighbours is then neither clearly cheaper nor clearly dearer than displacing four. Something else must weigh more.

## Contribution 3: the bonds

Give each Nb–O pair in the first group of neighbours a Morse energy,

$$\phi(r)=D(y^2-2y),\qquad y=e^{-\alpha(r-r_0)} .$$

It has its minimum $-D$ at $r=r_0$, repels at shorter distance and attracts at longer distance. Round values are chosen: $D=1.2$ eV, $r_0=0.22$ nm and $\alpha=20$ nm⁻¹. The octahedral group has six atoms and the tetrahedral group four. Bonds to farther atoms are left out for now.

### Before the niobium atoms move

At the octahedral site the close pair has $y=e^{20(0.2200-0.1650)}=3.00$, so each bond contributes $1.2(9.01-6.00)=3.61$ eV, a strong repulsion. The other four have $y=e^{-20(0.2334-0.2200)}=0.765$ and contribute $-1.13$ eV each. The sum is

$$E_O^{\rm rigid}=2(3.61)+4(-1.13)=2.68\ \text{eV},$$

where the unrounded terms have been added. At the tetrahedral site $y=2.03$, each bond contributes 0.08 eV, and $E_T^{\rm rigid}=0.32$ eV. In a rigid lattice the larger hole wins by 2.36 eV. Four of the octahedral bonds are already good. The two compressed ones spoil the site.

### After the niobium atoms move

Now minimise the sum of lattice and bond energy, again with a fixed cell. At the octahedral site the close pair moves out from 0.1650 to 0.2122 nm, and the other four move in from 0.2334 to 0.2216 nm. The six distances become nearly equal. At the tetrahedral site the four neighbours move out from 0.1845 to 0.2098 nm.

| energy (eV) | octahedral | tetrahedral |
|---|---|---|
| lattice strain | 0.705 | 0.749 |
| close bonds | −2.331 (two) | −4.554 (four) |
| other bonds | −4.795 (four) | none |
| total | −6.422 | −3.806 |

The octahedral site is now lower by 2.62 eV, with both sites held symmetric as before. If the symmetry is released and oxygen is displaced, the octahedral state returns unchanged, but the four-bond energy falls by 0.23 eV to $-4.04$ eV, so the symmetric tetrahedral state is not the lowest four-bond state. The numbers below refer to the symmetric states. This difference can be divided further. If every bond had its full depth, six bonds would give $-7.2$ eV and four would give $-4.8$ eV. The actual sums are $-7.126$ and $-4.554$ eV, so imperfect lengths cost 0.074 eV at the octahedral site and 0.246 eV at the tetrahedral one. Hence

$$2.616=\underbrace{2.400}_{\text{two more bonds}}+\underbrace{0.172}_{\text{better lengths}}+\underbrace{0.044}_{\text{less strain}}\ \text{eV}.$$

With these parameters the strain energies almost cancel. This is not general: with $r_0=0.20$ nm they are 0.601 eV at the octahedral site and 0.125 eV at the tetrahedral one, yet the octahedral total is still lower by 1.70 eV. Displacing two atoms matters because of what it makes possible: it removes the repulsion of the close pair and turns the site into a nearly regular cage with six bonds. The four atoms at the tetrahedral site, whatever the cost of moving them, leave oxygen with four bonds.

## How far the bond argument can be trusted

The size of the result, and possibly even its sign, depends on how the bonds are described. Each line below changes one assumption and repeats the relaxation.

| change | tetrahedral minus octahedral (eV) |
|---|---|
| none | 2.62 |
| $r_0=0.21$ nm | 2.17 |
| $r_0=0.20$ nm | 1.70 |
| stiffer repulsion between close Nb atoms | 2.51 |
| tetrahedral bonds deeper by $\sqrt{6/4}$ | 1.58 |
| Morse bonds to all Nb within 0.45 nm | 0.48 |

The stiffer repulsion adds $5000\,(r_1-r)^3$ eV, with lengths in nm, to each Nb–Nb pair closer than the normal neighbour distance $r_1$. It matters because the potential may be too soft under compression. With it, the contact energies of Contribution 2 are 0.88 eV (octahedral) and 0.89 eV (tetrahedral) at $d=0.21$ nm, so their crossing moves only slightly, to just below that length. Cells of 128 and 432 niobium atoms give 2.60 and 2.62 eV, so cell size is unimportant here.

The last two lines matter most. An atom with fewer neighbours can form stronger bonds with each. If the total bond strength grows as the square root of the number of neighbours, the strength per bond varies as $1/\sqrt Z$, which makes each of four bonds stronger than each of six by $\sqrt{6/4}=1.22$. The octahedral site survives this change. A tie needs a factor of 1.57.

The longer range helps the tetrahedral site because its next four neighbours are at 0.298 nm, while the next octahedral group is at 0.369 nm. Before relaxation, those four alone would contribute about $-1.8$ eV. Extending the range from 0.45 to 0.60 nm changes the difference from 0.48 to 0.56 eV. A Morse curve probably exaggerates such distant bonds, but the result shows how much depends on their range.

The two corrections were not computed together. Simply adding their shifts would lower the difference by $1.03+2.14=3.17$ eV and reverse the order. That sum is not a reliable estimate, since with more atoms sharing the binding the ratio of neighbour numbers is no longer 6 to 4. It does show that this model explains a mechanism and cannot prove the site preference. That would need a calculation of the electrons.

Motion of oxygen is also left out. With the niobium atoms frozen at their relaxed positions, its zero-point energy at the octahedral site is 0.11 eV. The corresponding difference between the sites was not computed.

## Contribution 4: the tetragonal distortion

### The direction of the push

The action of a dissolved atom on the shape of the crystal is described by its dipole tensor,

$$P_{ij}=-\frac{\partial E}{\partial\varepsilon_{ij}},$$

taken in the relaxed cell at zero cell strain $\varepsilon$. A positive $P_{xx}$ means that the crystal lowers its energy by stretching along $x$.

For weak forces $P$ follows from a simple sum. A strain $\varepsilon_{xx}$ changes each coordinate $x$ by $\varepsilon_{xx}x$. If oxygen exerts the force $\mathbf F$ on a niobium atom at $\mathbf R$, the bond energy changes by $-F_xR_x\varepsilon_{xx}$. The niobium lattice adds nothing to first order in the displacements: every atom of the perfect crystal is a centre of inversion, so a uniform strain puts no force on it. Therefore

$$P_{ij}\simeq\sum F_iR_j .$$

At the octahedral site, let the close pair be pushed out with force $f_1$ and the other four pulled in with force $f_2$. The pair gives

$$P_{xx}=2f_1\frac a2=af_1 .$$

Each of the four has an inward $y$ component $f_2/\sqrt2$ at distance $a/2$, so

$$P_{yy}=P_{zz}=-4\frac{f_2}{\sqrt2}\frac a2=-\sqrt2\,af_2 .$$

The crystal lengthens along the axis of the close pair and contracts across it.

At the tetrahedral site all four atoms are pushed out with force $f$. The component along an axis is $f$ times the coordinate divided by $\sqrt5a/4$. Two atoms contribute to $P_{xx}$ and four to $P_{zz}$:

$$P_{xx}=P_{yy}=2f\frac{a^2/4}{\sqrt5a/4}=\frac{2fa}{\sqrt5},\qquad P_{zz}=4f\frac{a^2/16}{\sqrt5a/4}=\frac{fa}{\sqrt5}.$$

Here the special axis $z$ is pushed least. Displacing four atoms also distorts the cube, but with the opposite sign: the axis becomes short relative to the other two.

The full relaxed calculation gives

$$P^O=(5.83,\,-2.47,\,-2.47)\ \text{eV},\qquad P^T=(4.28,\,4.28,\,0.98)\ \text{eV}.$$

These values still depend slightly on cell size: with 686 niobium atoms $P^O_{xx}$ is 5.67 eV, and the other components change by up to 0.06 eV. The strains derived below change by less than 0.01 percentage points. Extrapolating in the inverse number of atoms to infinite dilution gives $P^O_{xx}\approx5.6$ eV and lowers the octahedral strain from 0.65 % to 0.64 %.

The octahedral axis is pushed more than the sides and the tetrahedral axis less, as in the sums. The negative octahedral side components are not due to the inward pull alone. With only the close pair bonded they are still −1.7 eV, and a stiffer repulsion between close niobium atoms can make them positive. The sizes do not follow from the weak-force formula: it predicts a ratio of 2 for the tetrahedral components, while the calculation gives 4.4. The neighbours move by 14 % of their original distance, and terms of second order in the displacement are then large.

### From the push to a strain

Let a fraction $c$ of oxygen atoms per niobium atom occupy octahedral sites with the same axis $x$, far enough apart not to interact. With volume $\Omega$ per niobium atom, the energy per volume is the elastic energy minus $(c/\Omega)\sum_iP_{ii}\varepsilon_{ii}$. Setting its derivatives to zero gives

$$C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz})=\frac{c}{\Omega}P_{xx},$$

$$C_{11}\varepsilon_{zz}+C_{12}(\varepsilon_{xx}+\varepsilon_{yy})=\frac{c}{\Omega}P_{zz}.$$

Subtract the second from the first. The terms in $\varepsilon_{yy}$ cancel, and with $C'=(C_{11}-C_{12})/2$

$$\varepsilon_{xx}-\varepsilon_{zz}=\frac{c\,(P_{xx}-P_{zz})}{2C'\Omega}.$$

Small strains of the perfect model crystal give $C'=56.7$ GPa, and $\Omega=0.01798$ nm³. The octahedral difference $P_{xx}-P_{zz}=8.30$ eV is $1.330\times10^{-18}$ J. For $c=0.01$,

$$\varepsilon_{xx}-\varepsilon_{zz}=0.01\,\frac{1.330\times10^{-18}}{2(56.7\times10^9)(1.798\times10^{-29})}=0.0065 .$$

The axis is 0.65 % longer relative to the sides. Tetrahedral oxygen with a common axis would make it 0.26 % shorter. The linear formula can be tested by letting the 250-atom cell change shape. For one octahedral oxygen atom it predicts a strain difference of 0.2608 %, and the free cell gives 0.2600 %.

If the three octahedral orientations are equally filled, their average $P$ is the same along all axes and the crystal remains cubic on average, although each oxygen atom still distorts its surroundings. A tensile stress $\sigma$ along $x$ breaks the balance. It produces $\varepsilon_{xx}-\varepsilon_{yy}=\sigma/(2C')$, and since the energy of an oxygen atom changes by $-\sum_iP_{ii}\varepsilon_{ii}$, sites with axis $x$ become lower than the others by

$$\Delta E=(P_{xx}-P_{yy})\frac{\sigma}{2C'} .$$

For 100 MPa this is 7.3 meV, against a thermal energy of 25.9 meV at 300 K. In equilibrium the favoured orientation would hold a fraction $1/(1+2e^{-7.3/25.9})=0.40$ of the oxygen instead of one third. Reaching that equilibrium requires oxygen to jump between sites. The delayed strain that accompanies these jumps is the Snoek effect.

## The model beside real niobium

Oxygen dissolved in real niobium does occupy octahedral sites. Two rough measured values show where the model is weak. The activation energy for oxygen diffusion is about 1.1 eV. The point halfway between two adjacent octahedral sites is a tetrahedral site, so if the jump passes through it, its energy cannot lie more than 1.1 eV above the octahedral one. The first-neighbour value of 2.6 eV is then too large by more than a factor of two. The neglected bond saturation and longer bonds, which both lower it, are possible reasons.

The second value is the volume. Adding the three equations for the strains gives a volume change per oxygen atom of $(P_{xx}+P_{yy}+P_{zz})/(3B)$, where $B=(C_{11}+2C_{12})/3=171$ GPa. In units of $\Omega$ this is only 0.01 to 0.02 for the octahedral site, depending on cell size, whereas real niobium expands by roughly 0.4. The inward pull on the four longer bonds is not the main cause: with only the close pair bonded, the relaxed cell still gives only 0.04 to 0.05. The softness of the niobium potential under compression matters more. With the stiffer repulsion from the table of changed assumptions, the value for all six bonds rises to 0.25, which is still only about two thirds of the measured one. The computed tetragonal strain shows the direction of the distortion. Its size was not compared with a measurement, and the model should not be used to predict lattice expansion.
